# Thickness-averaged depolarization factor of a sinusoidally polarized slab: a program that tests the result

```python
"""
Result under test: a slab 0 < z < t in vacuum with fixed polarization
P_z = P0 cos(k x), uniform in z, has the thickness-averaged normal field
    <E_z> = -N P_z / eps0,   N = (1 - exp(-k t)) / (k t).
Symbols: k wave number, t thickness, s = k t, P0 amplitude.
In the dimensionless tests k = P0 = eps0 = 1, so lengths are in 1/k.
Extensions: slab permittivities ex (in plane) and ez (normal), outer media,
and polarization profiles that vary through the thickness.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, elementary_charge, Boltzmann
from scipy.integrate import quad, dblquad
from scipy.linalg import solveh_banded


def average_factor(s):
    return -np.expm1(-s) / s


def local_factor(z, s):
    return 0.5 * (np.exp(-z) + np.exp(-(s - z)))


def background_factor(s, ex, ez):
    ratio = np.sqrt(ex / ez)
    return (2 / s) / (1 + np.sqrt(ex * ez) / np.tanh(ratio * s / 2))


def layered_factor(s, ex, ez, e_bottom, e_top):
    """Match the potential a cosh(r z) + b sinh(r z) to both outer media."""
    r = np.sqrt(ex / ez)
    c, d = np.cosh(r * s), np.sinh(r * s)
    matrix = np.array([[e_bottom, -ez * r],
                       [e_top * c + ez * r * d, e_top * d + ez * r * c]])
    a, b = np.linalg.solve(matrix, [-1.0, 1.0])
    return (a * c + b * d - a) / s


def line_charge_field(x, z, s, points=2000, images=60):
    """E_z from an explicit sum over line charges on the two faces."""
    period = 2 * np.pi
    source = np.arange(points) * period / points
    shifts = np.arange(-images, images + 1) * period
    u2 = ((x - source)[:, None] - shifts[None, :]) ** 2
    kernel = (z - s) / (u2 + (z - s) ** 2) - z / (u2 + z ** 2)
    total = np.sum(np.cos(source) * kernel.sum(axis=1))
    return total * (period / points) / (2 * np.pi)


def finite_element_factor(s, ex, ez, e_bottom, e_top, profile, n=800):
    """Solve div(eps E + P) = 0 on a mesh; return -<P E>/<P P>."""
    h = s / n
    m = int(14 / h) + 1
    below, above = np.full(m, float(e_bottom)), np.full(m, float(e_top))
    eps_x = np.concatenate([below, np.full(n, float(ex)), above])
    eps_z = np.concatenate([below, np.full(n, float(ez)), above])
    middle = (np.arange(n) + 0.5) / n
    pol = np.concatenate([np.zeros(m), profile(middle), np.zeros(m)])
    nodes = len(pol) + 1
    band = np.zeros((2, nodes))
    band[0, 1:] = -eps_z / h + eps_x * h / 6
    band[1, 1:] += eps_z / h + eps_x * h / 3
    band[1, :-1] += eps_z / h + eps_x * h / 3
    load = np.zeros(nodes)
    load[1:] += pol
    load[:-1] -= pol
    phi = solveh_banded(band, load)
    return np.sum(pol * np.diff(phi)) / (np.sum(pol ** 2) * h)


def kernel_factor(s, profile):
    """Energy-weighted factor from the integral form of the field."""
    double, _ = dblquad(
        lambda zp, z: profile(z / s) * profile(zp / s) * np.exp(zp - z),
        0, s, 0, lambda z: z)
    norm, _ = quad(lambda z: profile(z / s) ** 2, 0, s)
    return 1 - double / norm


def uniform(v):
    return np.ones_like(v)


def vanishing(v):
    return np.sin(np.pi * v)


# Worked example: rough values for an ultrathin lead titanate film
thickness = 4e-9          # m
period = 6e-9             # m
amplitude = 0.2e-2        # C/m^2
temperature = 700.0       # K
eps_background = 7.0
eps_in_plane = 100.0
eps_substrate = 100.0
breakdown = 2e8           # V/m, rough
gap = 3.0                 # eV, rough
k = 2 * np.pi / period
s0 = k * thickness

# Local field and its average against the sum over line charges
gauss_x, gauss_w = np.polynomial.legendre.leggauss(12)
worst_local = worst_average = 0.0
for s in (1.0, s0, 8.0):
    for x in (0.0, 0.7, 2.5):
        for fraction in (0.1, 0.5, 0.8):
            z = fraction * s
            direct = -line_charge_field(x, z, s)
            error = abs(direct - np.cos(x) * local_factor(z, s))
            worst_local = max(worst_local, error)
    x = 0.7
    values = [-line_charge_field(x, s * (g + 1) / 2, s) for g in gauss_x]
    direct = 0.5 * np.dot(gauss_w, values) / np.cos(x)
    worst_average = max(worst_average, abs(direct - average_factor(s)))
assert worst_local < 2e-5       # finite number of image periods
assert worst_average < 2e-5

# Limits of thin and thick slabs
q = sp.symbols("q", positive=True)
expression = (1 - sp.exp(-q)) / q
small = sp.series(expression, q, 0, 3).removeO()
assert sp.simplify(small - (1 - q / 2 + q ** 2 / 6)) == 0
assert sp.limit(q * expression, q, sp.oo) == 1

# Energy: field energy in all space against N P0^2 t / (4 eps0)
worst_energy = 0.0
for s in (0.3, s0, 8.0):
    def density(z):
        top, bottom = np.exp(-abs(z - s)), np.exp(-abs(z))
        potential = 0.5 * (top - bottom)
        slope = 0.5 * (-np.sign(z - s) * top + np.sign(z) * bottom)
        return 0.25 * (slope ** 2 + potential ** 2)
    energy = sum(quad(density, lo, hi)[0]
                 for lo, hi in ((-30, 0), (0, s), (s, s + 30)))
    formula = average_factor(s) * s / 4
    worst_energy = max(worst_energy, abs(energy / formula - 1))
assert worst_energy < 1e-7

# Background, substrate and profile against the finite-element solution
worst_mesh = 0.0
for s in (1.0, s0):
    cases = [
        (average_factor(s), (1, 1, 1, 1, uniform)),
        (background_factor(s, 7, 7), (7, 7, 1, 1, uniform)),
        (background_factor(s, 100, 7), (100, 7, 1, 1, uniform)),
        (layered_factor(s, 100, 7, 100, 1), (100, 7, 100, 1, uniform)),
        (layered_factor(s, 1, 1, 100, 1), (1, 1, 100, 1, uniform)),
        (kernel_factor(s, uniform), (1, 1, 1, 1, uniform)),
        (kernel_factor(s, vanishing), (1, 1, 1, 1, vanishing)),
    ]
    for formula, arguments in cases:
        mesh = finite_element_factor(s, *arguments)
        worst_mesh = max(worst_mesh, abs(mesh / formula - 1))
assert worst_mesh < 5e-4        # second-order mesh error

# Numbers of the worked example
N = average_factor(s0)
scale = amplitude / epsilon_0
to_MV_cm = 1e-8
voltage = N * scale * thickness
energy_area = N * amplitude ** 2 * thickness / (4 * epsilon_0)
peak = local_factor(0.0, s0) * scale
thermal = Boltzmann * temperature / elementary_charge
density_match = amplitude / (elementary_charge * thickness)
N_iso = background_factor(s0, eps_background, eps_background)
N_aniso = background_factor(s0, eps_in_plane, eps_background)
N_sub = layered_factor(s0, eps_in_plane, eps_background, eps_substrate, 1)
N_sub_only = layered_factor(s0, 1, 1, eps_substrate, 1)
N_profile = kernel_factor(s0, vanishing)
fine = finite_element_factor(s0, eps_in_plane, eps_background,
                             eps_substrate, 1, uniform, 800)
coarse = finite_element_factor(s0, eps_in_plane, eps_background,
                               eps_substrate, 1, uniform, 400)

print(f"thickness t: {thickness*1e9:.1f} nm")
print(f"period: {period*1e9:.1f} nm")
print(f"amplitude P0: {amplitude*100:.2f} uC/cm2")
print(f"temperature: {temperature:.0f} K")
print(f"wave number k: {k*1e-9:.4f} 1/nm")
print(f"k t: {s0:.4f}")
print(f"exp(-k t): {np.exp(-s0):.5f}")
print(f"average factor N: {N:.4f}")
print(f"thick-slab estimate 1/(k t): {1/s0:.4f}")
print(f"local factor at a face: {local_factor(0.0, s0):.4f}")
print(f"local factor at mid-thickness: {local_factor(s0/2, s0):.4f}")
print(f"P0/eps0 (uniform slab field): {scale*to_MV_cm:.3f} MV/cm")
print(f"average field amplitude: {N*scale*to_MV_cm:.3f} MV/cm")
print(f"face field amplitude: {peak*to_MV_cm:.3f} MV/cm")
mid_field = local_factor(s0 / 2, s0) * scale
print(f"mid-thickness field amplitude: {mid_field*to_MV_cm:.3f} MV/cm")
print(f"voltage amplitude between faces: {voltage:.4f} V")
print(f"energy per area: {energy_area*1e3:.4f} mJ/m2")
for other in (2.0, 6.0, 20.0, 100.0, 1000.0):
    value = 2 * np.pi * thickness * 1e9 / other
    print(f"period {other:.0f} nm: k t = {value:.4f}, "
          f"N = {average_factor(value):.4f}")
print("neglected effects, same t, period and P0:")
print(f"background permittivity (rough): {eps_background:.0f}")
print(f"in-plane permittivity (rough): {eps_in_plane:.0f}")
print(f"substrate permittivity (rough): {eps_substrate:.0f}")
print(f"N, isotropic background: {N_iso:.5f}")
print(f"N, background and in-plane response: {N_aniso:.5f}")
print(f"N, these and substrate: {N_sub:.5f}")
print(f"N, substrate alone: {N_sub_only:.5f}")
print(f"energy factor, profile sin(pi z/t): {N_profile:.4f}")
print(f"N ratio, vacuum model/isotropic background: {N/N_iso:.2f}")
print(f"N ratio, vacuum model/all three: {N/N_sub:.2f}")
print(f"average field, isotropic background: "
      f"{N_iso*scale*to_MV_cm:.4f} MV/cm")
print(f"average field, all three: {N_sub*scale*to_MV_cm:.4f} MV/cm")
print(f"breakdown field (rough): {breakdown*to_MV_cm:.1f} MV/cm")
print(f"face field/breakdown field: {peak/breakdown:.2f}")
print(f"band gap (rough): {gap:.1f} eV")
print(f"e x voltage/band gap: {voltage/gap:.3f}")
print(f"thermal voltage: {thermal:.4f} V")
print(f"voltage/thermal voltage: {voltage/thermal:.2f}")
print(f"carrier density matching P0: {density_match*1e-6:.2e} 1/cm3")
print("numerical checks:")
print(f"largest local-field error, line charges: {worst_local:.1e}")
print(f"largest average error, line charges: {worst_average:.1e}")
print(f"largest relative energy error: {worst_energy:.1e}")
print(f"largest relative finite-element error: {worst_mesh:.1e}")
print(f"relative shift on halving mesh: {abs(fine/coarse-1):.1e}")
print("done: every assertion held")
```

Output:

```
thickness t: 4.0 nm
period: 6.0 nm
amplitude P0: 0.20 uC/cm2
temperature: 700 K
wave number k: 1.0472 1/nm
k t: 4.1888
exp(-k t): 0.01516
average factor N: 0.2351
thick-slab estimate 1/(k t): 0.2387
local factor at a face: 0.5076
local factor at mid-thickness: 0.1231
P0/eps0 (uniform slab field): 2.259 MV/cm
average field amplitude: 0.531 MV/cm
face field amplitude: 1.147 MV/cm
mid-thickness field amplitude: 0.278 MV/cm
voltage amplitude between faces: 0.2124 V
energy per area: 0.1062 mJ/m2
period 2 nm: k t = 12.5664, N = 0.0796
period 6 nm: k t = 4.1888, N = 0.2351
period 20 nm: k t = 1.2566, N = 0.5693
period 100 nm: k t = 0.2513, N = 0.8842
period 1000 nm: k t = 0.0251, N = 0.9875
neglected effects, same t, period and P0:
background permittivity (rough): 7
in-plane permittivity (rough): 100
substrate permittivity (rough): 100
N, isotropic background: 0.05812
N, background and in-plane response: 0.01739
N, these and substrate: 0.01058
N, substrate alone: 0.12163
energy factor, profile sin(pi z/t): 0.2483
N ratio, vacuum model/isotropic background: 4.05
N ratio, vacuum model/all three: 22.22
average field, isotropic background: 0.1313 MV/cm
average field, all three: 0.0239 MV/cm
breakdown field (rough): 2.0 MV/cm
face field/breakdown field: 0.57
band gap (rough): 3.0 eV
e x voltage/band gap: 0.071
thermal voltage: 0.0603 V
voltage/thermal voltage: 3.52
carrier density matching P0: 3.12e+18 1/cm3
numerical checks:
largest local-field error, line charges: 9.3e-08
largest average error, line charges: 1.2e-07
largest relative energy error: 2.2e-16
largest relative finite-element error: 1.6e-05
relative shift on halving mesh: 4.1e-05
done: every assertion held
```
